# McIntyre's excess noise factor for electron-injected avalanche gain, derived twice: a program that tests the result

```python
"""
Result under test: for one electron injected into an avalanche region,
    F = <N^2>/<N>^2 = k*M + (1-k)*(2 - 1/M),
N = number of electrons leaving the region, M = <N>,
k = beta/alpha = hole-to-electron ionization ratio, constant in space.
Electrons move from x=0 to x=width, holes move the other way.
Lengths are in micrometres and ionization coefficients in 1/um unless a
name says otherwise. Material parameters are rough typical values for a
germanium avalanche photodiode, not measured data for one device.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)


def noise_formula(k, gain):
    return k * gain + (1 - k) * (2 - 1 / gain)


def gain_formula(k, ionization_integral):
    if k == 1:
        return 1 / (1 - ionization_integral)
    return (1 - k) / (np.exp(-(1 - k) * ionization_integral) - k)


def simulate(alpha, beta, width, trials):
    """Follow every carrier through exponential free paths; return all N."""
    owner = np.arange(trials)
    x = np.zeros(trials)
    electron = np.ones(trials, dtype=bool)
    count = np.ones(trials)
    while owner.size:
        path = rng.exponential(size=owner.size) / np.where(electron, alpha, beta)
        x = x + np.where(electron, path, -path)
        hit = (x > 0) & (x < width)
        owner, x, electron = owner[hit], x[hit], electron[hit]
        count += np.bincount(owner, minlength=trials)
        new = np.ones(owner.size, dtype=bool)
        electron = np.concatenate([electron, new, ~new])
        owner, x = np.tile(owner, 3), np.tile(x, 3)
    return count


def sample_noise(count):
    """Sample mean, F and standard errors of both."""
    m = count.mean()
    f = np.mean(count**2) / m**2
    influence = count**2 / m**2 - 2 * f * count / m
    root = np.sqrt(count.size)
    return m, f, count.std() / root, influence.std() / root


def midpoints(width, n):
    return (np.arange(n) + 0.5) * width / n


def pair_kernel(alpha, beta, width):
    """Mean first-generation ionizations in cell j by a pair born in cell i."""
    n = alpha.size
    below = np.tril(np.ones((n, n)), -1)
    above = np.triu(np.ones((n, n)), 1)
    return (below * beta + above * alpha + np.diag((alpha + beta) / 2)) * width / n


def solve_moments(alpha, beta, width):
    """First and second moments of the number of pairs, inside and at ends."""
    h = width / alpha.size
    system = np.eye(alpha.size) - pair_kernel(alpha, beta, width)
    mean = np.linalg.solve(system, np.ones(alpha.size))
    second = np.linalg.solve(system, mean**2)
    m0, mw = 1 + h * np.sum(alpha * mean), 1 + h * np.sum(beta * mean)
    q0, qw = m0**2 + h * np.sum(alpha * second), mw**2 + h * np.sum(beta * second)
    return mean, second, m0, mw, q0, qw


def next_ionization(coefficient, dead, width, n):
    """Weights for the place of the next ionization of a right-moving carrier."""
    h = width / n
    skip = int(round(dead / h))
    rate = 1 / (1 / coefficient - dead)  # keeps the mean ionization distance
    weights, survival = np.zeros((n + 1, n + 1)), np.ones(n + 1)
    for i in range(n - skip):
        j = np.arange(i + skip, n + 1)
        w = h * rate * np.exp(-rate * (j - i - skip) * h)
        w[0] *= 0.5
        w[-1] *= 0.5
        weights[i, j] = w
        survival[i] = np.exp(-rate * (n - i - skip) * h)
    return weights, survival


def renewal_noise(alpha, beta, dead, width, n=400):
    """Gain and F from carrier-by-carrier renewal, with a dead space."""
    we, se = next_ionization(alpha, dead, width, n)
    wh, sh = next_ionization(beta, dead, width, n)
    wh, sh = wh[::-1, ::-1], sh[::-1]
    system = np.eye(2 * n + 2) - np.block([[2 * we, we], [wh, 2 * wh]])
    first = np.linalg.solve(system, np.concatenate([se, sh]))
    z, y = first[:n + 1], first[n + 1:]
    source = np.concatenate([se + we @ (2 * z**2 + 4 * z * y),
                             sh + wh @ (2 * y**2 + 4 * z * y)])
    second = np.linalg.solve(system, source)
    # z counts all final carriers; electrons leaving number (carriers + 1)/2
    gain = (z[0] + 1) / 2
    return gain, (second[0] + 2 * z[0] + 1) / 4 / gain**2


# Example inputs
width, alpha, k = 1.0, 0.64, 2.0
beta = k * alpha
field = 0.20                 # MV/cm
primary_current = 100e-9     # A
diameter = 30.0              # um
gain = gain_formula(k, alpha * width)
noise = noise_formula(k, gain)
gain_hole = k * gain + 1 - k

# Direct simulation, including the example itself
simulations = []
for ratio, a in [(0.3, 1.0), (2.0, 0.5), (k, alpha)]:
    count = simulate(a, ratio * a, width, 200000)
    m, f, em, ef = sample_noise(count)
    expected_m = gain_formula(ratio, a * width)
    expected_f = noise_formula(ratio, expected_m)
    assert abs(m - expected_m) < 5 * em
    assert abs(f - expected_f) < 5 * ef and ef / f < 0.05
    simulations.append((ratio, m, em, expected_m, f, ef, expected_f))
    if ratio == 0.3:
        # Poisson arrivals in equal time windows: variance per mean arrival
        windows, arrivals = 19000, 10
        numbers = rng.poisson(arrivals, windows)
        assert numbers.sum() <= count.size
        label = np.repeat(np.arange(windows), numbers)
        total = np.bincount(label, weights=count[:label.size], minlength=windows)
        window_ratio = total.var() / arrivals / (expected_m**2 * expected_f)
        assert abs(window_ratio - 1) < 0.06  # about four sampling errors

# Moment equations with a strongly non-uniform alpha(x)
x = midpoints(width, 600)
shape = 0.6 * (1 + 0.7 * np.sin(5 * x) + 0.3 * x)
shape *= 0.6 / (shape.mean() * width)
nonuniform = []
for ratio in [0.0, 0.3, 1.0, 2.0]:
    mean, second, m0, mw, q0, qw = solve_moments(shape, ratio * shape, width)
    assert abs(m0 / gain_formula(ratio, 0.6) - 1) < 1e-3
    assert abs(mw / (ratio * m0 + 1 - ratio) - 1) < 1e-3
    assert abs(q0 / m0**2 / noise_formula(ratio, m0) - 1) < 1e-3
    c = m0 * mw - m0 - mw
    assert np.max(np.abs(second / (2 * mean**2 + c * mean) - 1)) < 2e-3
    if ratio > 0:
        assert abs(qw / mw**2 / noise_formula(1 / ratio, mw) - 1) < 1e-3
    if ratio == 1:
        assert abs(q0 / m0**2 / m0 - 1) < 1e-3
    nonuniform.append((ratio, m0, q0 / m0**2))

# Breakdown: the mean offspring operator has largest eigenvalue one
critical = np.log(k) / (k - 1)
flat = np.full(300, critical / width)
largest = np.max(np.linalg.eigvals(pair_kernel(flat, k * flat, width)).real)
assert abs(largest - 1) < 1e-3

# Example by the moment equations
flat = np.full(600, alpha)
_, _, m0, mw, q0, qw = solve_moments(flat, k * flat, width)
assert abs(m0 / gain - 1) < 1e-3 and abs(q0 / m0**2 / noise - 1) < 1e-3
noise_hole = noise_formula(1 / k, gain_hole)
assert abs(qw / mw**2 / noise_hole - 1) < 1e-3
density = 2 * const.e * primary_current * gain**2 * noise

# Neglected: dead space
threshold = 1.0                            # eV, rough
dead = threshold / (field * 100)           # 1 MV/cm = 100 V/um
m_check, f_check = renewal_noise(alpha, beta, 0.0, width)
assert abs(m_check / gain - 1) < 1e-3 and abs(f_check / noise - 1) < 1e-3
gain_dead, noise_dead = renewal_noise(alpha, beta, dead, width)
assert gain_dead > 1

# Neglected: doping tilts the field, so k varies in space
b_electron, b_hole = 1.50, 1.25            # MV/cm, rough, coefficient ~ exp(-b/E)
doping, permittivity = 1e15, 16.0          # 1/cm3, relative
tilt = const.e * doping * 1e6 * width * 1e-6 / (permittivity * const.epsilon_0) / 1e8


def coefficients(e):
    return (alpha * np.exp(-b_electron * (1 / e - 1 / field)),
            beta * np.exp(-b_hole * (1 / e - 1 / field)))


tilted = []
for sign in (1, -1):
    a, b = coefficients(field + sign * tilt * (x / width - 0.5))
    _, _, mt, _, qt, _ = solve_moments(a, b, width)
    assert mt > 1
    tilted.append((sign, b[0] / a[0], b[-1] / a[-1], mt, qt / mt**2,
                   noise_formula(k, mt)))


def breakdown_condition(e):
    a, b = coefficients(e)
    return (b - a) * width - np.log(b / a)


breakdown_field = brentq(breakdown_condition, field, 1.1 * field)

# Neglected: one primary carrier in ten is a hole entering at x=width
hole_share = 0.10
gain_mixed = (1 - hole_share) * m0 + hole_share * mw
noise_mixed = ((1 - hole_share) * q0 + hole_share * qw) / gain_mixed**2

# Neglected: direct band-to-band tunnelling, symmetric two-band model
gap, mass = 0.80, 0.04 * const.m_e         # eV, kg, rough
field_si, voltage = field * 1e8, field * 100 * width


def tunnel_exponent(transverse):
    r = np.sqrt(gap**2 / 4 + gap * transverse)
    area = quad(lambda t: (r * np.cos(t))**2, -np.pi / 2, np.pi / 2)[0]
    return 2 * np.sqrt(2 * mass * const.e / gap) / const.hbar * area / field_si


exponent = tunnel_exponent(0.0)
spread = quad(lambda p: np.exp(exponent - tunnel_exponent(p)), 0, 0.5)[0]
tunnel = (2 * const.e / const.h * const.e * voltage * mass * const.e
          / (2 * np.pi * const.hbar**2) * spread * np.exp(-exponent))
closed = (const.e**3 * voltage * field_si * np.sqrt(2 * mass)
          / (4 * np.pi**3 * const.hbar**2 * np.sqrt(gap * const.e))
          * np.exp(-np.pi * np.sqrt(mass) * (gap * const.e)**1.5
                   / (2 * np.sqrt(2) * const.hbar * const.e * field_si)))
assert abs(tunnel / closed - 1) < 1e-5
area_si = np.pi * (diameter * 1e-6)**2 / 4
primary_density = primary_current / area_si

# Neglected: space charge of the multiplied current, and build-up time
velocity = 6e4                             # m/s, rough
space_field = (primary_density * gain * width * 1e-6
               / (velocity * permittivity * const.epsilon_0))
transit = width * 1e-6 / velocity
frequency = 1 / (2 * np.pi * gain * transit)

print(f"Width {width:.2f} um; field {field:.2f} MV/cm; voltage {voltage:.1f} V")
print(f"alpha {alpha:.2f} /um; beta {beta:.2f} /um; k {k:.2f}")
print(f"Ionization integral {alpha*width:.3f}; at breakdown {critical:.4f}")
print(f"Largest eigenvalue at breakdown {largest:.5f}")
print(f"Electron-injected gain M {gain:.3f}; noise factor F {noise:.3f}")
print(f"Same from moment equations: M {m0:.3f}; F {q0/m0**2:.3f}")
print(f"Same from renewal equations: M {m_check:.3f}; F {f_check:.3f}")
print(f"Constant C {gain*gain_hole-gain-gain_hole:.2f}; <N^2> {noise*gain**2:.1f}")
print(f"Hole-injected, same bias: gain {gain_hole:.3f}; F {noise_hole:.3f}")
print(f"Hole-injected, same gain as electrons: F {noise_formula(1/k, gain):.3f}")
print(f"Primary current {primary_current*1e9:.0f} nA; diameter {diameter:.0f} um")
print(f"Noise density {density:.3e} A^2/Hz = ({np.sqrt(density)*1e12:.2f} pA)^2/Hz")
for r, m, em, xm, f, ef, xf in simulations:
    print(f"Simulation k={r:.1f}: M {m:.3f} +- {em:.3f} (formula {xm:.3f})")
    print(f"  F {f:.3f} +- {ef:.3f} (formula {xf:.3f})")
print(f"Window variance / predicted (k=0.3) {window_ratio:.3f}")
for r, m, f in nonuniform:
    print(f"Non-uniform alpha, k={r:.1f}: M {m:.4f}; F {f:.4f}"
          f" (formula {noise_formula(r, m):.4f})")
print(f"Dead space {dead:.3f} um for threshold {threshold:.1f} eV")
print(f"  with dead space: M {gain_dead:.3f}; F {noise_dead:.3f}"
      f" (formula at this M {noise_formula(k, gain_dead):.3f})")
print(f"Doping {doping:.0e} /cm3, relative permittivity {permittivity:.0f}:"
      f" field change {tilt:.4f} MV/cm")
print(f"Characteristic fields: electrons {b_electron:.2f}, holes {b_hole:.2f} MV/cm")
for s, k0, kw, m, f, xf in tilted:
    print(f"Field {'rising' if s > 0 else 'falling'} with x: k from {k0:.3f} to {kw:.3f}")
    print(f"  M {m:.3f}; F {f:.3f} (formula with k=2 at this M {xf:.3f})")
print(f"Breakdown field {breakdown_field:.4f} MV/cm,"
      f" {100*(breakdown_field/field-1):.2f} % above bias")
print(f"Gain if both coefficients rise 1 %: {gain_formula(k, 1.01*alpha*width):.3f}")
print(f"Hole share {100*hole_share:.0f} %: M {gain_mixed:.3f}; F {noise_mixed:.3f}")
print(f"Tunnelling: gap {gap:.2f} eV; mass {mass/const.m_e:.3f} electron masses;"
      f" exponent {exponent:.2f}")
print(f"Tunnelling current density {tunnel*1e-4:.2e} A/cm2")
print(f"Primary current density {primary_density*1e-4:.2e} A/cm2;"
      f" tunnelling/primary {tunnel/primary_density:.2e}")
print(f"Space-charge field / applied field {space_field/field_si:.2e}")
print(f"Drift velocity {velocity*100:.1e} cm/s; transit time {transit*1e12:.1f} ps")
print(f"Build-up frequency scale 1/(2 pi M transit) {frequency*1e-9:.2f} GHz")
print("every check passed")
```

Output:

```
Width 1.00 um; field 0.20 MV/cm; voltage 20.0 V
alpha 0.64 /um; beta 1.28 /um; k 2.00
Ionization integral 0.640; at breakdown 0.6931
Largest eigenvalue at breakdown 1.00000
Electron-injected gain M 9.660; noise factor F 17.424
Same from moment equations: M 9.660; F 17.424
Same from renewal equations: M 9.660; F 17.424
Constant C 148.99; <N^2> 1625.9
Hole-injected, same bias: gain 18.320; F 10.133
Hole-injected, same gain as electrons: F 5.778
Primary current 100 nA; diameter 30 um
Noise density 5.210e-23 A^2/Hz = (7.22 pA)^2/Hz
Simulation k=0.3: M 3.576 +- 0.009 (formula 3.561)
  F 2.279 +- 0.009 (formula 2.272)
Simulation k=2.0: M 2.838 +- 0.011 (formula 2.847)
  F 4.011 +- 0.042 (formula 4.045)
Simulation k=2.0: M 9.594 +- 0.087 (formula 9.660)
  F 17.416 +- 0.423 (formula 17.424)
Window variance / predicted (k=0.3) 1.017
Non-uniform alpha, k=0.0: M 1.8221; F 1.4512 (formula 1.4512)
Non-uniform alpha, k=0.3: M 1.9605; F 1.6311 (formula 1.6311)
Non-uniform alpha, k=1.0: M 2.5000; F 2.5000 (formula 2.5000)
Non-uniform alpha, k=2.0: M 5.6217; F 9.4214 (formula 9.4213)
Dead space 0.050 um for threshold 1.0 eV
  with dead space: M 4.805; F 6.615 (formula at this M 7.818)
Doping 1e+15 /cm3, relative permittivity 16: field change 0.0113 MV/cm
Characteristic fields: electrons 1.50, holes 1.25 MV/cm
Field rising with x: k from 2.074 to 1.933
  M 10.944; F 20.082 (formula with k=2 at this M 19.980)
Field falling with x: k from 1.933 to 2.074
  M 9.539; F 17.032 (formula with k=2 at this M 17.184)
Breakdown field 0.2024 MV/cm, 1.19 % above bias
Gain if both coefficients rise 1 %: 10.948
Hole share 10 %: M 10.526; F 16.277
Tunnelling: gap 0.80 eV; mass 0.040 electron masses; exponent 28.79
Tunnelling current density 2.82e-05 A/cm2
Primary current density 1.41e-02 A/cm2; tunnelling/primary 1.99e-03
Space-charge field / applied field 8.04e-06
Drift velocity 6.0e+06 cm/s; transit time 16.7 ps
Build-up frequency scale 1/(2 pi M transit) 0.99 GHz
every check passed
```
